\section*{Virial Identity and Absence of Embedded Eigenvalues for the Coulomb Hamiltonian, part 2}

One electron moves in the field of a fixed point nucleus of charge $Z$, any real number unless a sign is stated. In Hartree atomic units $H=T+V$, with $T=-\tfrac12\Delta$, $V=-Z/r$ and $r=|x|$. $H$ is self-adjoint on $H^2$, the functions with derivatives up to second order in $L^2$; $H^1$ requires only first derivatives. Inner products are linear in the second entry. Hardy's inequality is $\|\psi/r\|\le2\|\nabla\psi\|$ for $\psi\in H^1$.

The theorem says that every normalised eigenstate satisfies
\begin{equation}
2\langle T\rangle+\langle V\rangle=0,\qquad E=-\langle T\rangle<0 ,
\label{eq:recall}
\end{equation}
and that the essential spectrum is $[0,\infty)$, so no eigenvalue lies in it. The first statement is proved; the second remains to be shown.

The proof used the unitary, strongly continuous dilations $(U(s)\psi)(x)=\lambda^{3/2}\psi(\lambda x)$, $\lambda=e^s$, which multiply $\langle T\rangle$ by $\lambda^2$ and $\langle V\rangle$ by $\lambda$. For the potential,
\begin{equation}
(VU(s)\psi)(x)=\lambda V(\lambda x)\,\lambda^{3/2}\psi(\lambda x)=\lambda\,(U(s)V\psi)(x).
\label{eq:VU}
\end{equation}
For an eigenstate,
\begin{align}
E\langle\psi,U(s)\psi\rangle
&=\langle H\psi,U(s)\psi\rangle=\langle\psi,HU(s)\psi\rangle\nonumber\\
&=\langle\psi,U(s)(\lambda^2T+\lambda V)\psi\rangle .
\label{eq:first}
\end{align}
Subtracting
\begin{equation}
E\langle\psi,U(s)\psi\rangle=\langle\psi,U(s)H\psi\rangle=\langle\psi,U(s)(T+V)\psi\rangle
\label{eq:second}
\end{equation}
and dividing by $\lambda-1$ gives
\begin{equation}
\big\langle\psi,U(s)\big[(e^s+1)T+V\big]\psi\big\rangle=0\qquad(s\neq0),
\label{eq:finite}
\end{equation}
whose limit $s\to0$ is the virial identity.

Radial functions $u$ are defined by $\psi=uY_{lm}/r$, with $\int_0^\infty|u|^2dr=1$. The exponential function is $\phi_\zeta=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$; at $\zeta=Z>0$ it is an eigenfunction with energy $-Z^2/2$.

The example in the final table is the state $Z=2$, $n=3$, $l=1$, dilated by $\lambda=3/2$. The trial function there is the non-eigenfunction $u\propto r^2e^{-1.5r}$ with the same $Z$, $l$ and $\lambda$; its finite-dilation sum is the left side of \eqref{eq:finite}.

\subsection{How the continuum is identified}

The essential spectrum is what remains of the spectrum after all isolated eigenvalues of finite multiplicity are removed. A real number $\omega$ belongs to it if and only if there is a Weyl sequence: normalised $\varphi_n\in H^2$ that tend weakly to zero and satisfy $\|(H-\omega)\varphi_n\|\to0$.

The reason is the spectral theorem. Let $P_\delta$ be the spectral projection of $H$ on the interval $(\omega-\delta,\omega+\delta)$. If $\omega$ is in the essential spectrum, $P_\delta$ has infinite rank for every $\delta>0$. One can then choose orthonormal $\varphi_n$ in the ranges of $P_{1/n}$, and these form a Weyl sequence. Conversely, if some $P_\delta$ has finite rank and $\varphi_n$ tends weakly to zero, then $\|P_\delta\varphi_n\|\to0$. The remaining part of $\varphi_n$ has norm tending to one, and on it $|H-\omega|\ge\delta$. So $\|(H-\omega)\varphi_n\|$ cannot tend to zero.

\subsection{Every non-negative energy is in the essential spectrum}

An electron far from the nucleus is nearly free. Take $k\ge0$ and the $s$-wave packet
\begin{equation}
u_R(r)=N_R\,e^{ikr}g(r),\qquad g(r)=\sin^2\frac{\pi(r-R)}{R}\quad(R\le r\le2R),
\end{equation}
with $u_R=0$ elsewhere. Both $g$ and $g'$ vanish at the ends and $g''$ is bounded, so the packet is in $H^2$. Differentiation gives $u_R''=N_Re^{ikr}(g''+2ikg'-k^2g)$, and the terms in $k^2$ cancel:
\begin{equation}
\Big(H-\frac{k^2}{2}\Big)u_R=N_Re^{ikr}\Big(-\frac12g''-ikg'-\frac Zr\,g\Big).
\label{eq:residual}
\end{equation}
With $y=(r-R)/R$, $g'=(\pi/R)\sin2\pi y$ and $g''=(2\pi^2/R^2)\cos2\pi y$. The averages over $0\le y\le1$ are $\tfrac38$ for $\sin^4\pi y$ and $\tfrac12$ for both $\sin^22\pi y$ and $\cos^22\pi y$. The ratios of norms are therefore
\begin{equation}
\frac{\|g'\|}{\|g\|}=\frac{\pi}{R}\sqrt{\frac43},\qquad
\frac{\|g''\|}{\|g\|}=\frac{\pi^2}{R^2}\sqrt{\frac{16}{3}} .
\end{equation}
Since $1/r\le1/R$ on the support, the triangle inequality yields
\begin{equation}
\Big\|\Big(H-\frac{k^2}2\Big)\varphi_R\Big\|
\le\frac{1}{R}\Big(k\pi\sqrt{\frac43}+|Z|\Big)+\frac{\pi^2}{2R^2}\sqrt{\frac{16}{3}} ,
\label{eq:weylbound}
\end{equation}
where $\varphi_R$ is the normalised packet in three dimensions. The right side tends to zero. For $R=1,2,4,8,\dots$ the supports meet at most at their boundaries, so the packets are orthonormal and tend weakly to zero. Hence every $\omega=k^2/2\ge0$ is in the essential spectrum.

For $Z=2$, $k=1$ and $R=800$ bohr, the residual computed by finite differences is $0.0048$ hartree, below the bound of $0.0071$ hartree. Part of the slack has a visible origin. In \eqref{eq:residual} the term in $g'$ is imaginary relative to the other two, so its norm combines with theirs in quadrature, whereas the triangle inequality adds the norms.

\subsection{No negative energy is in the essential spectrum}

Suppose $\varphi_n$ is a Weyl sequence at $\omega$, and let $a_n=\|\nabla\varphi_n\|$. By the Cauchy--Schwarz inequality and Hardy's inequality,
\begin{equation}
|\langle V\rangle_n|\le|Z|\,\|\varphi_n\|\,\Big\|\frac{\varphi_n}{r}\Big\|\le2|Z|a_n .
\end{equation}
Therefore $\langle H\rangle_n\ge\tfrac12a_n^2-2|Z|a_n$. The left side tends to $\omega$ and is bounded, so the $a_n$ are bounded, say by $a$.

The next point is that a weakly vanishing sequence with bounded kinetic energy leaves every fixed ball $r<b$. Split $\varphi_n$ in Fourier space at wave number $K$. The part with $|k|>K$ has norm at most $a/K$. The part with $|k|\le K$ has, at each point $x$, the value of an inner product of $\varphi_n$ with a fixed $L^2$ function, so it tends to zero there. It is also bounded uniformly in $x$ and $n$. By dominated convergence its norm within the ball tends to zero. Since $K$ is arbitrary,
\begin{equation}
\int_{r<b}|\varphi_n|^2\,d^3x\to0\qquad\text{for each fixed }b .
\end{equation}

Now divide the potential energy at $r=b$:
\begin{equation}
|\langle V\rangle_n|\le|Z|\,\Big\|\frac{\varphi_n}{r}\Big\|\Big(\int_{r<b}|\varphi_n|^2d^3x\Big)^{1/2}+\frac{|Z|}{b}
\le2|Z|a\Big(\int_{r<b}|\varphi_n|^2d^3x\Big)^{1/2}+\frac{|Z|}{b}.
\end{equation}
Let $n\to\infty$ first and $b\to\infty$ afterwards. The result is $\langle V\rangle_n\to0$, and
\begin{equation}
\omega=\lim_{n\to\infty}\big(\langle T\rangle_n+\langle V\rangle_n\big)=\lim_{n\to\infty}\langle T\rangle_n\ge0 .
\end{equation}
The essential spectrum is thus $[0,\infty)$. By \eqref{eq:recall} every eigenvalue is negative, and so none lies in the continuum. This completes the proof of the theorem.

The negative spectrum consists of isolated eigenvalues of finite multiplicity. The argument excludes eigenvalues from $[0,\infty)$; by itself it does not decide whether the continuous spectrum there is absolutely continuous or has a singular continuous part. That question needs further tools.

\subsection{The depth and the number of bound states}

Let $Z>0$. For normalised $\psi\in H^1$ and real $a$, expand a square:
\begin{align}
0&\le\Big\|\nabla\psi+a\frac xr\psi\Big\|^2
=\|\nabla\psi\|^2+a^2+a\int\frac xr\cdot\nabla|\psi|^2\,d^3x\nonumber\\
&=\|\nabla\psi\|^2+a^2-2a\Big\langle\frac1r\Big\rangle ,
\end{align}
where the last step integrates by parts with $\nabla\cdot(x/r)=2/r$. The choice $a=\langle1/r\rangle$ gives
\begin{equation}
\Big\langle\frac1r\Big\rangle^2\le\|\nabla\psi\|^2=2\langle T\rangle .
\label{eq:uncert}
\end{equation}
Concentrating the electron near the nucleus therefore costs kinetic energy. For any state,
\begin{equation}
\langle H\rangle\ge\langle T\rangle-Z\sqrt{2\langle T\rangle}
=\tfrac12\big(\sqrt{2\langle T\rangle}-Z\big)^2-\frac{Z^2}{2}\ge-\frac{Z^2}{2},
\end{equation}
so the atom is stable against collapse. Together with \eqref{eq:recall}, every eigenvalue satisfies
\begin{equation}
-\frac{Z^2}{2}\le E<0 .
\end{equation}
The exponential function with $\zeta=Z$ attains the lower limit. For $Z=2$ this is $-2$ hartree, which numerical diagonalisation reproduces.

The upper limit is approached but not attained, and dilations show this too. Take a smooth normalised $\chi$ supported in $1<r<2$, with $t=\langle T\rangle_\chi>0$ and $v=-\langle V\rangle_\chi>0$. The stretched functions $\chi_n=U(-n\ln2)\chi$ have $\lambda=2^{-n}$ and energies
\begin{equation}
\langle H\rangle_{\chi_n}=4^{-n}t-2^{-n}v ,
\end{equation}
negative for all sufficiently large $n$. Their supports are disjoint and $H$ is local, so all matrix elements of $H$ between different $\chi_n$ vanish. Thus $\langle H\rangle$ is negative on a subspace of infinite dimension. If there were finitely many negative eigenvalues, counted with multiplicity, this subspace would contain a nonzero vector orthogonal to all their eigenvectors. On such a vector $\langle H\rangle\ge0$, a contradiction. There are therefore infinitely many bound states. Being isolated and bounded below, their energies can accumulate at no point but zero. Zero itself is not an eigenvalue. The slow decay of $1/r$ is what lets the attraction win at large distance, since stretching reduces kinetic energy faster than potential energy.

\subsection{What normalisability does: an electron in a sphere}

Confine the electron by a hard wall at $r=R$, so that $u(R)=0$. Positive-energy eigenstates now exist, and they are normalised inside the sphere. To see how they escape the theorem, let $u$ be real and normalised, put $c=l(l+1)/2$, and write the radial equation as
\begin{equation}
-\tfrac12u''+Wu=0,\qquad W=\frac{c}{r^2}-\frac Zr-E .
\end{equation}
Multiply by $ru'$, the radial form of a dilation, and integrate from $0$ to $R$. The first term becomes
\begin{equation}
-\frac12\int_0^Rru'u''\,dr=-\frac14\int_0^Rr\,(u'^2)'\,dr
=-\frac R4u'(R)^2+\frac14\int_0^Ru'^2\,dr .
\end{equation}
In the second term the boundary contributions vanish: at $R$ because $u(R)=0$, and at the origin because $u\sim r^{l+1}$. Hence
\begin{align}
\int_0^RrWuu'\,dr&=\frac12\int_0^RrW(u^2)'\,dr=-\frac12\int_0^R(W+rW')u^2\,dr\nonumber\\
&=\frac12\int_0^R\Big(\frac c{r^2}+E\Big)u^2\,dr ,
\end{align}
since $rW'=-2c/r^2+Z/r$ and so $W+rW'=-c/r^2-E$. Add the two results, set the sum to zero and multiply by two:
\begin{equation}
\frac12\int_0^Ru'^2\,dr+\int_0^R\frac{c}{r^2}u^2\,dr+E=\frac R2u'(R)^2 .
\end{equation}
The first two terms are $\langle T\rangle$. With $E=\langle T\rangle+\langle V\rangle$ the identity in the sphere is
\begin{equation}
2\langle T\rangle+\langle V\rangle=\frac R2\,u'(R)^2 .
\label{eq:wall}
\end{equation}

For a true bound state that is negligible at the wall, the right side is negligible as well. In a sphere of radius 60 bohr with $Z=2$, nine bound states with $l=0,1,2$ satisfy $|2\langle T\rangle+\langle V\rangle|<10^{-6}$ hartree. For a level with $E>0$ and $Z>0$, on the other hand,
\begin{equation}
2\langle T\rangle+\langle V\rangle=2E-\langle V\rangle>2E .
\end{equation}
The wall term then stays above $2E$ however large the sphere is made. Its prefactor $R$ compensates for the thinning of the wave function. For the $s$ levels nearest $0.5$ hartree the program finds, in hartree:
\begin{center}
\begin{tabular}{rccc}
$R$ (bohr) & $E$ & $2\langle T\rangle+\langle V\rangle$ & $Ru'(R)^2/2$\\
60 & 0.4933 & 1.1390 & 1.1390\\
120 & 0.5098 & 1.1050 & 1.1050\\
240 & 0.4961 & 1.0395 & 1.0395
\end{tabular}
\end{center}
Such levels are a discretised continuum. The number of $s$ levels between $0$ and $0.5$ hartree grows from 13 to 28 to 61 in these spheres, while the number below $-0.05$ hartree remains 6. For the repulsive charge $Z=-2$ the lowest $s$ level is positive and falls from $0.0488$ hartree at 60 bohr to $0.0106$ hartree at 240 bohr.

\subsection{What the domain does: a solution with a hidden source}

For $Z>0$, $l=0$ and any $E<0$, the radial equation has a solution that decays at large $r$. If $E$ is not an eigenvalue for $l=0$, this solution has $u(0)=u_0\neq0$: were $u_0$ zero, $u$ would be regular at the origin and would give an eigenstate. Since $u$ is finite at the origin and decays at infinity, $\psi=u/(\sqrt{4\pi}\,r)$ is square integrable. It solves the Schr\"odinger equation at every $r>0$, for a continuous range of $E$, yet it is not an eigenstate.

Near the nucleus $\psi\approx u_0/(\sqrt{4\pi}\,r)$, and $-\tfrac12\Delta(1/r)=2\pi\delta^3(x)$. The equation on all of space thus has a point source at the nucleus that $V\psi$ does not cancel. Moreover $|\nabla\psi|^2\approx u_0^2/(4\pi r^4)$, so the kinetic energy outside a small radius $\epsilon$ grows as
\begin{equation}
\frac12\int_{r>\epsilon}|\nabla\psi|^2\,d^3x\simeq\frac{u_0^2}{2}\int_\epsilon\frac{dr}{r^2}\simeq\frac{u_0^2}{2\epsilon} .
\end{equation}
For $Z=2$ and $E=-1$ hartree, inward integration gives $|u|=0.2594$ bohr$^{-1/2}$ at $r=10^{-4}$ bohr for the normalised solution. Its limit at the nucleus is slightly smaller, $|u_0|=0.2587$ bohr$^{-1/2}$, because $u$ contains a term in $r\ln r$. The estimate at $\epsilon=10^{-4}$ bohr is then $0.2587^2/(2\times10^{-4})=335$ hartree, and the computed value is $337$ hartree; the estimate keeps only the leading $1/\epsilon$ term. At the eigenvalue $E=-2$ hartree the same integration gives $2.000$ hartree, which equals $-E$ as the theorem demands. The irregular function is outside $H^2$, its $\langle T\rangle$ is infinite, and neither \eqref{eq:first} nor the virial identity applies to it.

\subsection{What the scaling of the potential does}

One might suppose that any potential vanishing at infinity forbids eigenvalues at positive energy. It does not. Let
\begin{equation}
u=N\,\frac{\sin r}{D},\qquad D=1+g^2,\qquad g=2r-\sin2r ,
\end{equation}
where $g$ now denotes this function, and ask which potential makes $u$ an $s$ state with $E=\tfrac12$. The radial equation requires $V=\tfrac12+u''/(2u)$. With $q=1/D$,
\begin{equation}
\frac{u''}{u}=-1+2\cot r\,\frac{q'}{q}+\frac{q''}{q} .
\end{equation}
Here $g'=2-2\cos2r=4\sin^2r$ and $g''=4\sin2r$, so
\begin{align}
\frac{q'}{q}&=-\frac{2gg'}{D}=-\frac{8g\sin^2r}{D},\\
\frac{q''}{q}&=-\frac{2(g'^2+gg'')}{D}+\frac{8g^2g'^2}{D^2}\nonumber\\
&=-\frac{32\sin^4r+8g\sin2r}{D}+\frac{128g^2\sin^4r}{D^2} .
\end{align}
The factor $\sin^2r$ in $q'$ removes the poles of $\cot r$, and the potential is smooth in $r$:
\begin{equation}
V_{\rm NW}=-\frac{8g\sin2r}{D}-\frac{16\sin^4r}{D}+\frac{64g^2\sin^4r}{D^2} .
\end{equation}
This is the von Neumann--Wigner potential. At large $r$, $g\simeq2r$ and $V_{\rm NW}\simeq-4\sin(2r)/r$, so it vanishes at infinity. But $u$ falls off as $r^{-2}$ and is normalisable, at positive energy.

The dilation argument applies here too, with a different outcome. For a general potential, \eqref{eq:VU} becomes $VU(s)=U(s)V_\lambda$ with $V_\lambda(x)=V(x/\lambda)$, and the subtraction gives
\begin{equation}
\Big\langle\psi,U(s)\Big[(\lambda+1)T+\frac{V_\lambda-V}{\lambda-1}\Big]\psi\Big\rangle=0 .
\end{equation}
For $V_{\rm NW}$ the function $r\,dV/dr$ is bounded, so the quotient is bounded near $\lambda=1$ and tends to $-x\cdot\nabla V$. Dominated convergence yields
\begin{equation}
2\langle T\rangle=\langle x\cdot\nabla V\rangle .
\label{eq:general}
\end{equation}
The program finds $\langle T\rangle=1.9776$ and $\langle V\rangle=-1.4776$ hartree, which add to $E=0.5000$ hartree. It also finds $\langle r\,dV/dr\rangle=3.9552$ hartree, equal to $2\langle T\rangle$. The general identity holds, while $2\langle T\rangle+\langle V\rangle=2.4776$ hartree is far from zero. What is missing is the Coulomb relation $x\cdot\nabla V=-V$. The relation fails even at large $r$: from $V_{\rm NW}\simeq-4\sin(2r)/r$, with corrections and their derivatives of order $r^{-2}$, one gets $r\,dV/dr\simeq-8\cos2r$, which stays bounded but does not decay, although $V_{\rm NW}$ does.

The scaling property can be weakened. Let $V(\lambda x)=\lambda^{-\nu}V(x)$ with $0<\nu<2$, and suppose that $H$ is symmetric on a dilation-invariant domain on which $T\psi$ and $V\psi$ are separately in $L^2$. Then $V_\lambda=\lambda^\nu V$, and the limit gives $2\langle T\rangle=-\nu\langle V\rangle$. Consequently
\begin{equation}
E=\langle T\rangle-\frac2\nu\langle T\rangle=-\Big(\frac2\nu-1\Big)\langle T\rangle<0 .
\end{equation}
The Coulomb case is $\nu=1$. The condition on $V\psi$ is a real restriction. For $V=-\gamma r^{-\nu}$ with $\gamma>0$ and a state with $\psi(0)\neq0$, the integral of $|V\psi|^2$ near the origin behaves as $\int_0r^{2-2\nu}\,dr$, which is finite only for $\nu<3/2$. For $3/2\le\nu<2$ the argument as given therefore does not cover such $s$ states. States with $l\ge1$, which vanish as $r^l$ at the origin, still meet this condition there. As $\nu\to2$ the factor in brackets tends to zero, because kinetic and potential energy then scale alike and a dilation no longer distinguishes them.

\section*{Table of computed values}
\begin{verbatim}
Nuclear charge Z = 2; example state n = 3, l = 1
Example <T> = 0.222222 hartree
Example <V> = -0.444444 hartree
Example E = -0.222222 hartree = -6.0470 eV
Dilation factor exp(s) = 1.50
<psi,U T psi> = 0.107020 hartree
<psi,U V psi> = -0.267550 hartree
(exp(s)+1)<U T>+<U V> = 0.0e+00 hartree
Energy of dilated example state = -0.166667 hartree
Trial r^2 exp(-1.5 r): 2<T>+<V> = 0.750000 hartree
Trial: finite-dilation sum = 0.564362 hartree
Sphere 60 bohr, same state: E = -0.222222 hartree
Sphere 60 bohr, same state: <T> = 0.222222 hartree
Nine bound states: max |2<T>+<V>| below 1e-6 hartree: True
Lowest eigenvalue = -2.000000 hartree; bound -2.000000
Box state nearest E = 0.5 hartree, l = 0 (R in bohr, rest hartree):
R, E, <T>, <V>, 2<T>+<V>, R u'(R)^2/2
60, 0.49326, 0.64570, -0.15244, 1.13896, 1.13896
120, 0.50982, 0.59515, -0.08533, 1.10497, 1.10497
240, 0.49612, 0.54339, -0.04727, 1.03951, 1.03951
Levels below -0.05 hartree, l = 0, R = 60/120/240 bohr: [6, 6, 6]
Levels in (0, 0.5) hartree, same spheres: [13, 28, 61]
Repulsive Z = -2: lowest level, R = 60 bohr: 0.048781 hartree
Repulsive Z = -2: lowest level, R = 240 bohr: 0.010581 hartree
Largest ||psi/r||^2/||grad psi||^2 in s basis = 3.2211
Weyl packets, k = 1.0 bohr^-1: R (bohr), residual, bound (hartree)
50, 0.07665, 0.11711
200, 0.01930, 0.02842
800, 0.00484, 0.00705
Decaying s solution, unit norm, kinetic energy outside radius eps:
E = -1 hartree: |u(1e-4 bohr)| = 0.2594 bohr^-1/2
E = -1, eps = 1e-3 bohr: 35.5 hartree
E = -1, eps = 1e-4 bohr: 337.2 hartree
E = -2 (eigenvalue), eps = 1e-4 bohr: 2.00000 hartree
von Neumann-Wigner state (all in hartree):
E = 0.500000, <T> = 1.977619, <V> = -1.477619
<r dV/dr> = 3.955238, 2<T> = 3.955238
2<T>+<V> = 2.477619
\end{verbatim}
